# Equal-density k-point meshes for monoclinic and doubled orthorhombic hafnia cells

## Problem

The energies of two hafnia phases are to be compared. The monoclinic phase is described by a cell with $Z_m=4$ formula units, and the polar orthorhombic phase by a cell with $Z_o=8$, obtained by doubling a four-unit cell along its first axis. The edges are round model values of the size of hafnia cells, neither measured nor relaxed:

- monoclinic: $a=9.7$, $b=9.8$, $c=10.0$ bohr, with $\beta=100^\circ$ between $a$ and $c$ and the other angles right;
- doubled orthorhombic: $20.0$, $9.5$, $9.5$ bohr.

Both meshes contain the point $\Gamma$. Neighbouring k-points along each reciprocal vector may be at most $\Delta=0.17$ bohr$^{-1}$ apart, and each mesh is to be the smallest that meets this limit.

1. Which meshes result?
2. How do the total numbers of k-points per formula unit compare?
3. Which count should agree between the cells if they are sampled equally well?

"Total" means before symmetry reduction. Reciprocal vectors include the factor $2\pi$, so that $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. In other units the limit is $\Delta=0.321$ Å$^{-1}$, or $0.051$ Å$^{-1}$ if the $2\pi$ is left out. An input value of the spacing has a meaning only together with this convention.

## First estimate by scaling

At a fixed density of points in reciprocal space, the total number $N$ is proportional to the volume of the Brillouin zone. That volume is $(2\pi)^3/V$ for a cell of volume $V$. If both phases have about the same volume per formula unit, then $V\propto Z$, and

$$
N\propto\frac1Z,\qquad \frac NZ\propto\frac1{Z^2}.
$$

Going from four to eight formula units should therefore divide the count per formula unit by four:

$$
\frac{N_o/Z_o}{N_m/Z_m}\approx\left(\frac48\right)^2=\frac14 .
$$

One factor of two comes from the smaller Brillouin zone, the other from dividing by twice as many formula units. The product $NZ$ should stay about the same. The estimate ignores the difference in volume, the oblique angle, and the fact that mesh numbers are integers.

## Exact solution

### Reciprocal lengths

Place the monoclinic cell as

$$
\mathbf a_1=a\,\hat{\mathbf x},\qquad
\mathbf a_2=b\,\hat{\mathbf y},\qquad
\mathbf a_3=c(\cos\beta\,\hat{\mathbf x}+\sin\beta\,\hat{\mathbf z}).
$$

The first reciprocal vector is $\mathbf b_1=2\pi\,\mathbf a_2\times\mathbf a_3/V$. With $\hat{\mathbf y}\times\hat{\mathbf x}=-\hat{\mathbf z}$ and $\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$,

$$
\mathbf a_2\times\mathbf a_3=bc(\sin\beta\,\hat{\mathbf x}-\cos\beta\,\hat{\mathbf z}),
\qquad
V=\mathbf a_1\cdot(\mathbf a_2\times\mathbf a_3)=abc\sin\beta .
$$

The cross product has length $bc$, since $\sin^2\beta+\cos^2\beta=1$. The other two products are $\mathbf a_3\times\mathbf a_1=ac\sin\beta\,\hat{\mathbf y}$ and $\mathbf a_1\times\mathbf a_2=ab\,\hat{\mathbf z}$. Dividing the three lengths by $V$ and multiplying by $2\pi$ gives

$$
|\mathbf b_1|=\frac{2\pi}{a\sin\beta},\qquad
|\mathbf b_2|=\frac{2\pi}{b},\qquad
|\mathbf b_3|=\frac{2\pi}{c\sin\beta}.
$$

For the orthorhombic cell the sine is one and each length is $2\pi$ divided by the cell edge. Doubling an edge halves its reciprocal vector.

### The meshes

With $N_i$ points along $\mathbf b_i$, the spacing is $|\mathbf b_i|/N_i$. The condition $|\mathbf b_i|/N_i\le\Delta$ means $N_i\ge|\mathbf b_i|/\Delta$, and the smallest such integer is

$$
N_i=\left\lceil\frac{|\mathbf b_i|}{\Delta}\right\rceil ,
$$

where the brackets denote rounding up. Rounding to the nearest integer could break the limit.

For the monoclinic cell $\sin\beta=0.9848$, and the reciprocal lengths are $0.6577$, $0.6411$ and $0.6380$ bohr$^{-1}$. Division by $0.17$ bohr$^{-1}$ gives $3.869$, $3.771$ and $3.753$. The mesh is $4\times4\times4$, so

$$
N_m=64,\qquad \frac{N_m}{Z_m}=\frac{64}{4}=16 .
$$

For the doubled orthorhombic cell the lengths are $0.3142$, $0.6614$ and $0.6614$ bohr$^{-1}$, and the quotients are $1.848$, $3.891$ and $3.891$. The mesh is $2\times4\times4$, so

$$
N_o=32,\qquad \frac{N_o}{Z_o}=\frac{32}{8}=4 .
$$

The ratio of the counts per formula unit is $4/16=1/4$. The achieved spacings lie between $0.1595$ and $0.1644$ bohr$^{-1}$ in the monoclinic cell and between $0.1571$ and $0.1653$ bohr$^{-1}$ in the orthorhombic one, so the linear densities are indeed similar.

### Which count should agree

A k-point of the mesh has the form $\mathbf k=\sum_i(n_i/N_i)\mathbf b_i$ with integers $n_i$. A Bloch state gains the phase factor $e^{i\mathbf k\cdot\mathbf a_i}$ under a translation by $\mathbf a_i$. After $N_i$ such translations the factor is

$$
e^{iN_i\mathbf k\cdot\mathbf a_i}=e^{2\pi i n_i}=1 .
$$

The mesh thus selects the states that are periodic in a box with edges $N_i\mathbf a_i$, the Born–von Kármán box. It holds $N=N_1N_2N_3$ cells and therefore $NZ$ formula units. Here

$$
N_mZ_m=64\times4=256,\qquad N_oZ_o=32\times8=256 .
$$

The box edges are $38.8$, $39.2$ and $40.0$ bohr for the monoclinic phase, and $40.0$, $38.0$ and $38.0$ bohr for the orthorhombic phase. For these two cells, whose angles are right or nearly right, equal linear density means that both phases are treated in periodic boxes of nearly equal size. The number to compare is $NZ$, not $N/Z$. It should agree only approximately: without rounding, $N_oZ_o/(N_mZ_m)=(v_m/v_o)\sin\beta\approx1.02$ for these cells, with $v_m$ and $v_o$ the volumes per formula unit (see below). Equal $NZ$ alone does not ensure equal sampling either: a $1\times8\times8$ mesh on a four-unit cell also gives $NZ=256$, but its box is only one cell long in the first direction. The spacings along all three vectors must be similar as well. In strongly oblique cells, equal spacing along the reciprocal vectors no longer implies equal $NZ$. For the same face-centred cubic crystal, the primitive cell would receive an $NZ$ larger than that of the conventional cubic cell by a factor $3\sqrt3/4\approx1.30$, apart from rounding.

The same can be seen from the energy. A sum over occupied levels, taken per formula unit, is

$$
\frac{E}{Z}=\frac{1}{NZ}\sum_{\mathbf k}\sum_{n\,\mathrm{occ}}\varepsilon_{n\mathbf k}.
$$

In an insulator the number of occupied bands at each k-point is proportional to $Z$. At $\Delta=0.17$ bohr$^{-1}$ the doubled cell has half as many k-points as its single cell, but twice as many occupied levels at each, so the number of terms in the average is unchanged.

### Where the missing points went

At the same $\Delta$ the single orthorhombic cell, with first edge $10.0$ bohr, needs a $4\times4\times4$ mesh. Along its vector $\mathbf b_1$ the points are at fractions $0,\tfrac14,\tfrac12,\tfrac34$. The doubled cell has $\mathbf b_1'=\mathbf b_1/2$, and its two points lie at

$$
0\quad\text{and}\quad\tfrac12\mathbf b_1'=\tfrac14\mathbf b_1 .
$$

Wave vectors that differ by $\mathbf b_1'=\tfrac12\mathbf b_1$ are equivalent in the doubled cell. The first point therefore also carries the states from $\tfrac12\mathbf b_1$, and the second those from $\tfrac34\mathbf b_1$. All four original points are present, two at each new one.

This was tested on a model with random hopping between neighbouring cells and one orbital per formula unit. The single cell with $4\times4\times4$ points, the doubled cell with $2\times4\times4$ points, and a direct diagonalization of the whole periodic box give the same 256 levels, to within $10^{-10}$ of the model's energy unit.

The identity requires an even number of points along the first axis of the single cell, so that it can be halved. With an odd number the rounding rule gives two different boxes: at $\Delta=0.22$ bohr$^{-1}$ the single cell receives $3\times4\times4$ points and the doubled cell $2\times4\times4$, with $NZ=192$ and $256$. The identity also requires the doubled cell to be a pure repetition of the single one. If the atoms in its two halves relax differently, or if the polarization is reversed in one half, the Hamiltonian has a longer period and the levels change. The rule for choosing the mesh still applies, because it uses the cell vectors alone.

## Comparison of estimate and solution

### The corrections without rounding

If the mesh numbers did not have to be integers, the monoclinic count would be

$$
N_m=\frac{|\mathbf b_1||\mathbf b_2||\mathbf b_3|}{\Delta^3}
=\frac{(2\pi)^3}{\Delta^3\,abc\sin^2\beta}
=\frac{(2\pi)^3}{\Delta^3\,Z_mv_m\sin\beta},
$$

where $v_m$ is the volume per formula unit and the last step uses $abc\sin\beta=Z_mv_m$. One factor $1/\sin\beta$ remains because the spacing is measured along reciprocal vectors that are not perpendicular. For the orthorhombic cell $N_o=(2\pi)^3/(\Delta^3Z_ov_o)$. Dividing each count by its $Z$ and taking the ratio gives

$$
\frac{N_o/Z_o}{N_m/Z_m}
=\left(\frac{Z_m}{Z_o}\right)^2\frac{v_m}{v_o}\sin\beta .
$$

The scaling estimate is the first factor. With $v_m=234.04$ and $v_o=225.63$ bohr$^3$,

$$
\frac14\times\frac{234.04}{225.63}\times0.9848=0.2554 .
$$

The orthorhombic phase has the smaller volume per formula unit, so its Brillouin zone is larger than it would be at the monoclinic volume per formula unit. This raises the ratio by 3.7%. The oblique angle lowers it by 1.5%. Integer meshes at the very small spacing $\Delta=0.0001$ bohr$^{-1}$ give $0.2553$, in agreement with the formula.

At $\Delta=0.17$ bohr$^{-1}$ rounding makes a further change. The unrounded monoclinic count is $3.869\times3.771\times3.753\approx54.8$ and is raised to 64, a factor of 1.17. The orthorhombic count is $1.848\times3.891^2\approx28.0$ and is raised to 32, a factor of 1.14. The quotient of these factors, about 0.98, brings $0.2554$ back to $0.25$. The perfect agreement with the scaling estimate is thus a result of rounding for these cells, not a general law.

### When rounding spoils the comparison

The pair of meshes found above remains the answer for $0.1653\lesssim\Delta<0.2127$ bohr$^{-1}$. Below the window, the orthorhombic short axes need a fifth point, since $0.6614/4\approx0.1653$. At its upper end the monoclinic third axis drops to three points, since $0.6380/3\approx0.2127$.

Now take $\Delta=0.22$ bohr$^{-1}$. The monoclinic quotients are $2.990$, $2.914$ and $2.900$, which give $3\times3\times3$. The orthorhombic ones are $1.428$, $3.006$ and $3.006$, which still give $2\times4\times4$. The counts per formula unit are then $27/4=6.75$ and $32/8=4$, with ratio $0.59$ instead of about $0.25$. The boxes hold 108 and 256 formula units. The requested limit is the same, but the largest achieved spacings are $0.2192$ and $0.1653$ bohr$^{-1}$, so the samplings are no longer alike.

A slightly larger limit, $\Delta=0.221$ bohr$^{-1}$, lets the orthorhombic short axes drop to three points as well. The mesh becomes $2\times3\times3$ with $18/8=2.25$ points per formula unit, and the ratio is $2.25/6.75=1/3$. It stays above one quarter largely because the long axis needs $1.42$ points and receives two. On coarse meshes one should therefore compare the achieved spacings and $NZ$, and not rely on the requested $\Delta$.

### Consequences for a calculation

Demanding equal $N/Z$ would give the doubled cell $16\times8=128$ points, four times the number that equal density requires. Keeping the $4\times4\times4$ mesh after doubling is also unequal: for a pure repetition it reproduces the $8\times4\times4$ mesh of the single cell, which is twice as dense along the first axis.

Symmetry reduction comes after this choice. Assume a nonmagnetic crystal, so that time reversal links $\mathbf k$ and $-\mathbf k$, and a doubled cell that keeps the point group of the single one.

- **Monoclinic.** The sign of $k_2$ may be reversed alone, which leaves 3 of 4 values. The signs of $k_1$ and $k_3$ may be reversed together. Of the 16 pairs, 4 are unchanged and 12 form 6 partners, which leaves 10. The total is $3\times10=30$.
- **Orthorhombic.** Each sign may be reversed alone, which leaves $2\times3\times3=18$.

These numbers determine how many k-points must be computed. They do not measure the sampling density, since they depend on the symmetry of each phase.

Equal density also does not guarantee equal error in the energy, because the bands of the two phases differ. It provides a fair starting pair. The energy difference per formula unit must still be followed as both meshes are refined, until its change is small compared with the difference to be resolved. The numerical output below lists the values for $\Delta=0.17$ and $0.22$ bohr$^{-1}$; those for $0.221$ bohr$^{-1}$ follow from the same reciprocal lengths by the rounding rule.

## Numbers as computed

```
monoclinic a b c (bohr): 9.7 9.8 10.0
monoclinic beta (degree): 100.0; sin beta: 0.9848
doubled orthorhombic a b c (bohr): 20.0 9.5 9.5
formula units per cell, m and o: 4 8
volume per formula unit, m and o (bohr^3): 234.04 225.63
requested spacing Delta (1/bohr): 0.17
Delta converted (1/angstrom): 0.3213
Delta/(2 pi) (1/angstrom): 0.0511
monoclinic |b_i| (1/bohr): 0.6577 0.6411 0.6380
monoclinic |b_i|/Delta: 3.869 3.771 3.753
monoclinic mesh: (4, 4, 4); total points N: 64
monoclinic achieved spacings (1/bohr): 0.1644 0.1603 0.1595
monoclinic N/Z: 16.00; N*Z: 256
monoclinic periodic box lengths (bohr): 38.8 39.2 40.0
monoclinic irreducible points: 30
doubled orthorhombic |b_i| (1/bohr): 0.3142 0.6614 0.6614
doubled orthorhombic |b_i|/Delta: 1.848 3.891 3.891
doubled orthorhombic mesh: (2, 4, 4); total points N: 32
doubled orthorhombic achieved spacings (1/bohr): 0.1571 0.1653 0.1653
doubled orthorhombic N/Z: 4.00; N*Z: 256
doubled orthorhombic periodic box lengths (bohr): 40.0 38.0 38.0
doubled orthorhombic irreducible points: 18
ratio of N/Z, o over m, chosen meshes: 0.2500
ratio of N/Z, o over m, law without rounding: 0.2554
ratio of N/Z, o over m, integer meshes at Delta = 0.0001 1/bohr: 0.2553
window of Delta for this mesh pair (1/bohr): 0.1653 to 0.2127
single orthorhombic mesh at the same Delta: (4, 4, 4)
levels in the model box: 256
largest level difference, single vs doubled below 1e-10: True
largest level difference, single vs whole box below 1e-10: True
mesh (4, 4, 4) on doubled cell equals (8, 4, 4) on single
coarser requested spacing (1/bohr): 0.22
coarse monoclinic |b_i|/Delta: 2.990 2.914 2.900
coarse monoclinic mesh: (3, 3, 3); N: 27; N/Z: 6.75; N*Z: 108
coarse monoclinic achieved spacings (1/bohr): 0.2192 0.2137 0.2127
coarse doubled orthorhombic |b_i|/Delta: 1.428 3.006 3.006
coarse doubled orthorhombic mesh: (2, 4, 4); N: 32; N/Z: 4.00; N*Z: 256
coarse doubled orthorhombic achieved spacings (1/bohr): 0.1571 0.1653 0.1653
coarse ratio of N/Z, o over m: 0.5926
```
